# Thin Resistive Shells: Maxwell's Coated Spheres and the Brick-Layer Boundary Resistivity

## 1. Two pictures of one ceramic

A polycrystalline ion conductor is pressed between electrodes and its impedance is measured. Current must cross many grain boundaries, each a few nanometres thick and much more resistive than the grains. The measurement gives a boundary contribution \(\rho_{gb}\) to the resistivity of the whole sample. What is the resistivity \(\rho_2\) of the boundary material itself?

The answer needs a geometry. The brick-layer model stacks cubes separated by flat boundaries. Maxwell's model uses conducting spheres coated with resistive shells. One speaks of a cube edge and a boundary thickness, the other of a sphere radius and a shell thickness, so a factor of two is easily misplaced. We shall find how the lengths correspond, and how closely the models then agree.

**Conventions.** The grain interior has conductivity \(\sigma_1=1/\rho_1\), the boundary material \(\sigma_2=1/\rho_2\). Conduction is linear, local and isotropic. A coated sphere has outer diameter \(d\), outer radius \(b=d/2\), shell thickness \(t\) and core radius \(a=b-t\). Where two grains meet, two shells form one boundary of thickness \(\delta=2t\). Define

\[
e=\frac{\delta}{d}=\frac{t}{b},\qquad r=\frac{\rho_2}{\rho_1},\qquad \eta=er .
\]

"Thin and highly resistive" means \(e\ll1\) and \(r\gg1\). The product \(\eta\), which compares boundary with grain resistance, is not assumed small. In this regime the claim is

\[
\rho_{\rm eff}\simeq\rho_1+\frac{\delta}{d}\,\rho_2 .
\]

## 2. Maxwell's formula from a neutral sphere

Place one coated sphere in a uniform medium of conductivity \(\sigma_{\rm eff}\) carrying a uniform field. We choose \(\sigma_{\rm eff}\) so that the sphere leaves the outside field undisturbed. With \(s\) the distance from the centre, the potential is \(u(s)\cos\theta\), where

\[
u=As\ \text{(core)},\qquad u=Bs+\frac{C}{s^2}\ \text{(shell)},\qquad u=Gs\ \text{(outside)}.
\]

The core has no \(1/s^2\) term because the potential is finite at the centre; the outside has none because we demand no dipole. Continuity of potential and of normal current gives

\[
A=B+\frac{C}{a^3},\qquad \sigma_1A=\sigma_2\Big(B-\frac{2C}{a^3}\Big),
\]
\[
G=B+\frac{C}{b^3},\qquad \sigma_{\rm eff}G=\sigma_2\Big(B-\frac{2C}{b^3}\Big).
\]

Eliminating \(A\) from the first pair,

\[
\frac{C}{a^3}=-\beta B,\qquad \beta=\frac{\sigma_1-\sigma_2}{\sigma_1+2\sigma_2}.
\]

Let \(\varphi=a^3/b^3=(1-e)^3\) be the core volume fraction. Then \(C/b^3=-\varphi\beta B\), and dividing the second pair gives

\[
\sigma_{\rm eff}=\sigma_2\frac{1+2\varphi\beta}{1-\varphi\beta}
=\sigma_2\,\frac{\sigma_1+2\sigma_2+2\varphi(\sigma_1-\sigma_2)}{\sigma_1+2\sigma_2-\varphi(\sigma_1-\sigma_2)} .
\]

The sphere can now replace an equal ball of the medium without any change outside it. Further spheres can be inserted in the same way. Only \(\varphi\) enters, not the absolute size, so smaller scaled copies fill the gaps until no medium remains. The formula therefore holds for an assembly in which all spheres have the same \(t/d\). Equal spheres cannot fill space; for them the formula is an approximation.

## 3. The boundary term of the sphere model

Let \(x=1-\varphi\) be the shell volume fraction. Inverting Maxwell's formula with \(\sigma_2=\sigma_1/r\),

\[
\frac{\rho_{\rm eff}}{\rho_1}
= r\,\frac{(1-\varphi)+(2+\varphi)/r}{(1+2\varphi)+2(1-\varphi)/r}
=\frac{xr+3-x}{3-2x+2x/r}.
\]

Subtract 1. The numerator becomes \(xr+x-2x/r=x(r-1)(1+2/r)\), so that

\[
\frac{\rho_{\rm eff}-\rho_1}{\rho_1}
=\frac{(x/3)(r-1)(1+2/r)}{1-(2x/3)(1-1/r)} .
\tag{1}
\]

No approximation has been made since Maxwell's formula. Now use the thin shell:

\[
\frac{x}{3}=\frac{1-(1-e)^3}{3}=e-e^2+\frac{e^3}{3}\simeq e(1-e).
\]

This is where the two conventions meet. The shell fraction is about \(3t/b=6t/d\); one third of it is \(2t/d=\delta/d\). One shell divided by the radius equals two shells divided by the diameter.

To first order in each small quantity, \((r-1)(1+2/r)\simeq r(1+1/r)\), and the inverse denominator is \(1+2e\). Multiplying the three factors,

\[
\frac{\rho_{\rm eff}-\rho_1}{\rho_1}\simeq er(1-e)\Big(1+\frac1r\Big)(1+2e)
\simeq er\Big(1+e+\frac1r\Big).
\tag{2}
\]

The leading term is \(\rho_{gb}=(\delta/d)\rho_2\). The correction \(e+1/r\) is relative to this boundary term. The denominator of (1) contains \(x\) but not \(xr\), which is why \(\eta\) need not be small.

Two checks of the limits help. For \(r=1\) the excess (1) vanishes, as it must when shell and core are the same material. For \(r\to\infty\) at fixed \(e\) it grows in proportion to \(r\), because every current path crosses the shells.

## 4. The brick layer, with and without side walls

Take cubes with period \(D\), and boundaries of thickness \(\delta\) on all faces. Set \(D=d\), so again \(e=\delta/D\). Note that \(D\) is the period; the conducting core has edge \(D-\delta\). Along the current, each period contains one boundary. The series boundary term is

\[
\rho_{gb}=\frac{\delta}{D}\rho_2=\eta\rho_1 ,
\]

identical to the leading sphere term. This settles the correspondence. To compare the corrections we must keep the side walls, which run parallel to the current.

**Lower bound.** Insert perfectly conducting sheets across the flow. They cannot raise the resistance. A boundary layer then lies in series with a layer in which grain and side walls conduct in parallel:

\[
\frac{\rho_-}{\rho_1}=er+\frac{1-e}{(1-e)^2+[1-(1-e)^2]/r}
\simeq er+1+e-\frac{2e}{r}.
\]

Subtracting 1 and dividing by \(er\), the relative correction to the series term is \(1/r\) at leading order.

**Upper bound.** Insert insulating films along the flow. They cannot lower the resistance. Straight tubes through the core now conduct in parallel with tubes lying wholly in the walls:

\[
\frac{\rho_1}{\rho_+}=\frac{(1-e)^2}{1-e+\eta}+\frac{1-(1-e)^2}{r}.
\]

At fixed \(\eta\) the last term is of second order, about \(2e/r\). Hence

\[
\frac{\rho_+}{\rho_1}\simeq\frac{1+\eta-e}{1-2e}\simeq1+\eta+e+2e\eta .
\]

Since \(e/\eta=1/r\), the relative correction is \(2e+1/r\).

The sphere's correction, \(e+1/r\), lies midway between these two at leading order. The real cube lies somewhere between the bounds, and a numerical solution is needed to say where. The models therefore agree asymptotically, but their corrections need not coincide.

## 5. Why a sphere and a cube agree

The denominator in (1) has a direct meaning. The current density in the core is \(\sigma_1A\), and the mean current density is \(J=\sigma_{\rm eff}G\). From Section 2, \(A=(1-\beta)B\) and \(\sigma_{\rm eff}G=\sigma_2(1+2\varphi\beta)B\). Using \(1-\beta=3\sigma_2/(\sigma_1+2\sigma_2)\),

\[
\frac{J_{\rm core}}{J}
=\frac{3\sigma_1}{\sigma_1+2\sigma_2+2\varphi(\sigma_1-\sigma_2)}
=\frac{1}{1-(2x/3)(1-1/r)}\simeq1+2e .
\]

The core current is uniform and nearly equal to the mean current, even when the boundaries dominate the resistance.

Let \(n_z\) be the component of the surface normal along the mean current. Except where \(n_z\) is close to zero, the current in a thin resistive shell is then nearly normal to it, with density \(Jn_z\). The exceptional places, such as the side walls of a cube, dissipate little power. The power dissipated in the shell, divided by the grain volume \(V\) and by \(J^2\), is the boundary resistivity:

\[
\rho_{gb}\simeq\frac{\rho_2\,t}{V}\oint n_z^2\,dS
=\rho_2\,t\,\frac{S}{V}\,\langle n_z^2\rangle .
\]

A sphere has \(S/V=6/d\) and \(\langle n_z^2\rangle=1/3\). A cube has \(S/V=6/D\), and two of its six faces have \(n_z^2=1\), so its average is also \(1/3\). Both give \(2t\rho_2/d=(\delta/d)\rho_2\). The argument rests on a nearly uniform grain current, which holds for these two shapes in the present limit; it has not been shown here for grains of arbitrary shape.

## 6. A second limit: any contrast, very thin shells

Now fix \(r\) at any positive value and let \(e\to0\), so that \(\eta\) also tends to zero. Equation (1) gives

\[
\frac{\rho_{\rm eff}-\rho_1}{\rho_1}\simeq e\,\frac{(r-1)(r+2)}{r}
=e(r-1)+2e\Big(1-\frac1r\Big).
\tag{3}
\]

The first part comes from walls crossed by current, the second from walls along which current flows.

The lower cube bound gives \(er+e-2e/r\), which is the same expression. For the upper bound, expansion at fixed \(r\) gives

\[
\frac{\rho_1}{\rho_+}\simeq(1-2e)(1+e-er)+\frac{2e}{r}
\simeq1-e-er+\frac{2e}{r},
\]

whose inverse again yields (3). Since both bounds agree, so does the cube between them. At first order in \(e\), sphere and full cube match even for moderate contrast.

The simple series term does not share this range. For a conducting shell with \(r=0.1\) and \(e=0.01\), the sphere excess is \(-0.159\rho_1\), while the series term is \(+0.001\rho_1\). To first order, (3) gives \(e(r-1)=-0.009\) from the crossed walls, which replace more resistive grain material, and \(2e(1-1/r)=-0.18\) from the walls along the current, which act as a bypass. Higher orders in \(e\) bring the sum from \(-0.189\) to \(-0.159\). The series term leaves out both the replaced grain material and the bypass, so it has the wrong sign.

## 7. Shells whose resistivity varies with depth

A boundary depleted of carriers is not a uniform layer. Let \(\rho(s)=1/\sigma(s)\) depend on radius. Charge conservation for the potential \(u(s)\cos\theta\) reads

\[
\frac{d}{ds}\big(s^2\sigma u'\big)=2\sigma u .
\]

Define \(Y=s\sigma u'/u\). In a uniform medium with \(u\propto s\) this equals the conductivity, so \(Y(s)\) is the conductivity of the medium that would match the sphere cut off at radius \(s\). Substituting \(s^2\sigma u'=sYu\) and \(u'/u=Y/(s\sigma)\),

\[
s\frac{dY}{ds}=2\sigma-Y-\frac{Y^2}{\sigma}.
\]

For the equivalent resistivity \(Z=1/Y\), multiplication by \(-1/Y^2\) gives

\[
s\frac{dZ}{ds}=\rho+Z-\frac{2Z^2}{\rho}
=\frac{(\rho-Z)(\rho+2Z)}{\rho}.
\tag{4}
\]

Where \(\rho\gg Z\), the right side is nearly \(\rho\). In a thin shell \(s\simeq b\), and integration from \(Z(a)=\rho_1\) gives

\[
\rho_{\rm eff}\simeq\rho_1+\frac1b\int_a^b\rho(s)\,ds
=\rho_1+\frac{\delta}{d}\,\overline{\rho_2},
\]

where \(\overline{\rho_2}\) is the average of resistivity, not of conductivity, over the thickness. This requires that the remaining terms of (4), \(Z-2Z^2/\rho\), averaged over the thickness, be small beside \(\overline{\rho_2}\). Having \(\rho\gg Z\) throughout the shell is sufficient but not necessary: layers with \(\rho\) comparable to \(Z\) do little harm, as the graded shell of Section 9 shows. What must be absent is a layer so conducting that the term \(-2Z^2/\rho\) becomes important. Such a layer would carry current along the boundary, and the simple average would fail. Within these limits, and for known \(d\), a measured \(\rho_{gb}\) fixes the product \(\delta\,\overline{\rho_2}\), not the two factors separately.

## 8. The boundary arc

At angular frequency \(\omega\), replace each conductivity by \(\sigma+i\omega\varepsilon\). The continuity conditions keep their form, so (1) still holds with complex contrast. While the boundary admittivity remains much smaller in magnitude than that of the grain, the boundary term is

\[
\rho_{gb}^*(\omega)\simeq\frac{e}{\sigma_2+i\omega\varepsilon}
=\frac{e\rho_2}{1+i\omega\varepsilon\rho_2}.
\]

With \(w=\omega\varepsilon\rho_2\), its negative imaginary part is \(e\rho_2\,w/(1+w^2)\), which peaks at \(w=1\), or \(f_{gb}=\sigma_2/(2\pi\varepsilon)\). With equal permittivities the magnitude of the contrast has already fallen to about \(\sqrt2\) at the grain relaxation frequency \(\sigma_1/(2\pi\varepsilon)\), so the high-contrast formula fails before that frequency is reached.

## 9. Worked example

Take \(d=D=500\) nm, \(\delta=5\) nm (two shells of 2.5 nm), \(\sigma_1=2.0\times10^{-5}\) S/cm and \(\sigma_2=1.6\times10^{-7}\) S/cm at 573 K. Then

\[
\rho_1=5.0\times10^4\ \Omega\,{\rm cm},\quad
\rho_2=6.25\times10^6\ \Omega\,{\rm cm},\quad
e=0.01,\quad r=125 .
\]

The series boundary term is

\[
0.01\times6.25\times10^6=6.25\times10^4\ \Omega\,{\rm cm}.
\]

For the sphere, \(\varphi=0.970299\), hence \(x/3=0.009900\). Equation (1) gives

\[
\frac{0.009900\times124\times1.016}{1-0.019801\times0.992}
=\frac{1.2473}{0.98036}=1.272 ,
\]

or \(6.36\times10^4\ \Omega\,{\rm cm}\) (636 \(\Omega\,\)m). This is 1.78% above the series term; equation (2) predicts \(0.01+1/125=1.80\%\). When \(e\) is reduced to \(10^{-3}\) and \(10^{-4}\) at fixed \(\eta\), the ratio of actual to predicted deviation moves from 0.990 to 0.9990 and 0.9999. Taking one shell for the whole boundary, while keeping the diameter, would give \(3.125\times10^4\ \Omega\,{\rm cm}\), half the series value.

For the cube with all its walls, the bounds lie 0.795% and 2.77% above the series term. A three-dimensional numerical solution gives about 1.4%, with a change of 0.04% of the boundary term between two meshes. Cube and sphere thus differ by about 0.4% here.

The series term is a close approximation only for thin shells. At \(e=0.2\) and the same \(r\), the sphere term exceeds the series term by 21%.

For a graded test shell, let \(\ln(\rho/\rho_1)\) rise quadratically from zero at the core to 7.44 at the outer surface, with the mean resistivity held at \(125\rho_1\). Its boundary term is 0.44% above the series value, against 1.78% for the uniform shell. Equation (4) shows why the two can differ: the neglected terms \(Z-2Z^2/\rho\) depend on the profile, and so does the effect of the weight \(1/s\). Here all three contributions are lower for the graded shell, by similar amounts. The weight alone favours resistance placed further in, but it does not fix the net trend, since inner resistance also raises \(Z\) in the less resistive outer layers and so enlarges the negative term \(-2Z^2/\rho\).

With relative permittivity 30 in both phases, \(f_{gb}=9.59\) kHz, while the full Maxwell response peaks about 1.3% higher, near 9.7 kHz. The tail of the grain arc explains the shift. Near \(w=1\) it adds approximately \(\rho_1w/r\) to the negative imaginary part. Writing \(w=1+\Delta\), the slope of \(w/(1+w^2)\) is about \(-\Delta/2\), so the maximum requires

\[
-\frac{\eta\Delta}{2}+\frac1r=0,\qquad
\Delta=\frac{2}{\eta r}=\frac{2}{1.25\times125}=1.3\%.
\]

## 10. What this means for a real ceramic

The parameters are rough values in the regime of yttria-stabilised zirconia near 573 K. Real grains differ in size while their boundaries may have similar thickness, which breaks the fixed \(t/d\) of the assembly. To estimate the effect, treat each coated grain as a uniform sphere of resistivity \(\rho_1+\delta\rho_2/d_i\), and choose the surrounding conductivity so that the volume-weighted mean dipole vanishes. For a log-normal distribution with volume-weighted median 500 nm and width 0.4 in \(\ln d\), the boundary term rises by 2.0% relative to the single-size series term. This is comparable with the geometric correction, but it depends on the mixing rule and on the reference diameter. If the same grains were simply placed in series, the rise would be 8.3%. The number-weighted median of the same distribution is 309 nm, and the boundary term is 37% lower than the series term calculated with that diameter. The kind of average used for \(d\) can therefore matter far more than the choice between sphere and cube. Elongated, aligned grains are another matter: for boxes of the same volume, twice as long along the current as across it, the series boundary term is also 37% lower than for cubes. Variation in resistivity from one boundary to another, second phases and incomplete contacts are not included, so the 2% is not an error bar for a real sample.

Linearity is a mild assumption for a small test signal. A voltage of 0.1 V across a 0.1 cm pellet gives a mean field of 1 V/cm. With 56% of the resistance in the boundaries, each takes

\[
(1\ {\rm V/cm})(5\times10^{-5}\ {\rm cm})(0.56)=28\ \mu{\rm V}.
\]

For oxygen vacancies of charge \(2q\), with \(q\) the elementary charge, the thermal scale is \(kT/(2q)=24.7\) mV, nearly a thousand times larger.

Temperature changes the balance between grain and boundary resistance far more than the choice between sphere and cube does. Suppose the boundary conductivity has an activation energy 0.15 eV above that of the grain, a rough value, with the ratio of prefactors fixed. At 1073 K the contrast falls from 125 to about 30, and the boundary share of the resistance falls from 56% to 24%. The sphere correction to the boundary term grows to 4.0%, since \(1/r\) is larger. The series formula remains useful here for estimating the total resistance, but its geometric error must be judged from both \(e\) and \(1/r\) at the temperature concerned. Measuring the boundary term separately is harder at 1073 K: with a grain activation energy near 1 eV, the example values would put the boundary arc at hundreds of megahertz. This extrapolation gives a grain conductivity above 0.1 S/cm, higher than the few hundredths of a S/cm typical of stabilised zirconia at that temperature, for which the arc lies at tens of megahertz. Either value is above the range of ordinary impedance measurements. The remaining values are collected in the numerical output.

## Values computed for the example and the checks

```
grain diameter = cube period: 500 nm
boundary thickness (two shells): 5 nm
one shell thickness: 2.5 nm
temperature: 573 K
grain conductivity: 2e-05 S/cm
boundary-material conductivity: 1.6e-07 S/cm
grain resistivity: 50000 ohm cm
boundary-material resistivity: 6.25e+06 ohm cm
e = delta/d: 0.01
r = rho2/rho1: 125
core volume fraction: 0.970299
series brick boundary resistivity: 62500 ohm cm
Maxwell boundary resistivity: 63613.7 ohm cm
Maxwell total resistivity: 113614 ohm cm
series brick total resistivity: 112500 ohm cm
boundary term if one shell is taken as boundary: 31250 ohm cm
Maxwell boundary term above series: 1.782 %
predicted e + 1/r: 1.8 %
deviation/(e+1/r) at e=0.01, e*r fixed: 0.98995
deviation/(e+1/r) at e=0.001, e*r fixed: 0.99903
deviation/(e+1/r) at e=0.0001, e*r fixed: 0.99990
core current / mean current: 1.02004
cube plane bound above series: 0.795 %
cube 3D solution above series: 1.393 %
cube tube bound above series: 2.772 %
cube 3D boundary resistivity: 63370.6 ohm cm
3D mesh shift of boundary term: -0.036 %
graded shell: top log-resistivity ratio: 7.442
graded shell boundary term above series: 0.4439 %
thick shell e=0.2, same r: above series: 21.04 %
conducting shell r=0.1: sphere excess/rho1: -0.1588
conducting shell r=0.1: series term/rho1: 0.001
relative permittivity, both phases: 30
boundary relaxation frequency: 9.587 kHz
boundary arc peak from Maxwell: 9.716 kHz
grain relaxation frequency: 1198 kHz
log-normal size spread (volume weighted): 0.4
size spread: boundary term above single-size series: 1.973 %
test voltage: 0.1 V
pellet thickness: 0.1 cm
voltage per boundary: 28 uV
kT/(2q): 24.69 mV
field in boundary: 5.599e-05 MV/cm
temperature of use: 1073 K
extra boundary activation energy: 0.15 eV
r at temperature of use: 30.35
boundary share of resistance at 573 K: 55.99 %
boundary share at temperature of use: 24 %
Maxwell above series at temperature of use: 4.043 %
```
